# Why a Hysteretic PFM Loop Does Not Prove Ferroelectricity

**Q:** I have a 10 nm hafnia film on a grounded electrode. I apply voltage pulses to the microscope tip, return to zero dc bias, and measure the surface vibration at the ac frequency. The response is remanent, saturates, and changes phase by 180° at a coercive voltage. A nonpolar film has no piezoelectric coefficient to reverse, so the film must be ferroelectric.

**A:** The lock-in measures displacement at the drive frequency, and an electrostatic force can produce that without piezoelectricity. Let the tip be at voltage \(V\), above a gap \(g\) and a nonpolar film of thickness \(h\) and relative permittivity \(\varepsilon_r\). Trapped charge \(\sigma\) per area lies at height \(h_q\) above the electrode.

Call the downward fields \(E_g\) in the gap, \(E_a\) in the film above the charge and \(E_b\) below it. Gauss's law gives \(\varepsilon_rE_a=E_g\) and \(\varepsilon_0\varepsilon_rE_b=\varepsilon_0E_g+\sigma\). The voltage is the sum of the drops:

\[
V=gE_g+(h-h_q)E_a+h_qE_b
=E_g\left(g+\frac h{\varepsilon_r}\right)+\frac{\sigma h_q}{\varepsilon_0\varepsilon_r}.
\]

Hence

\[
E_g=\frac{V-V_s}{D},\qquad D=g+\frac h{\varepsilon_r},\qquad V_s=\frac{\sigma h_q}{\varepsilon_0\varepsilon_r}.
\]

\(V_s\) is the surface potential: the tip voltage that removes the gap field.

For the force, hold \(V\) and \(\sigma\) fixed and use \(\Omega=U-QV\), where \(U\) is field energy and \(Q=\varepsilon_0E_g\) is tip charge, both per area. At fixed gap \(dU=V\,dQ\), so \(d\Omega=-Q\,dV\). Integrating from \(V=V_s\), where the gap is field-free and the energy does not depend on \(g\),

\[
\Omega=\text{const}-\frac{\varepsilon_0(V-V_s)^2}{2D},\qquad
-\frac{\partial\Omega}{\partial g}=-\frac{\varepsilon_0(V-V_s)^2}{2D^2}.
\]

The minus sign means attraction. With \(V=V_{dc}+V_{ac}\cos\omega t\), the square contains \(2(V_{dc}-V_s)V_{ac}\cos\omega t\). At zero dc bias this first harmonic is proportional to \(V_s\), and reverses when the stored charge reverses. I neglect the contact potential difference between tip and electrode. It adds to \(V_s\) in the force; if it does not also enter the charging, it shifts the response, and an offset larger than the stored \(|V_s|\) prevents the reversal.

**Q:** But the tip is pressed against the film. An attraction between them pulls the film up as hard as it pulls the tip down. Why should anything move?

**A:** The two forces act at different places. The tip's share goes through the contact, of radius \(a\), while the film is lifted in the ring around it. The gap \(g\) now stands for a thin layer that remains between tip and film even in contact; I take it as rigid, with relative permittivity 1. I also assume a frictionless elastic half-space of reduced modulus \(E^*\), fixed \(a\) during reading, a lever much softer than the contact, and a frequency well below contact resonance.

A point force \(P\) displaces the surface at distance \(s\) by \(P/(\pi E^*s)\). Under a rigid contact, a small added force has pressure \(P/(2\pi a\sqrt{a^2-\rho^2})\), with \(\rho\) the distance from the centre. To sum its effect at radius \(r\), use polar coordinates about that point. The area element \(s\,ds\,d\phi\) cancels \(1/s\). Along a chord of half-length \(c\), with \(t\) measured from its middle,

\[
\int_{-c}^{c}\frac{dt}{\sqrt{c^2-t^2}}=\pi .
\]

Inside the contact the lines cover an angle \(\pi\); outside they cover \(2\arcsin(a/r)\). The displacement is therefore

\[
w_{\rm in}=\frac{P}{2E^*a},\qquad w(r)=\frac{P}{\pi E^*a}\arcsin\frac ar .
\]

The first is uniform, as a rigid contact requires, and gives the contact stiffness \(2E^*a\).

Now let an attraction \(F\) act at radius \(r\). The soft lever keeps the total load constant, so the contact force rises by \(F\) and indents the film by \(F/(2E^*a)\). By elastic reciprocity, the upward force on the film raises the contact by \(Fw(r)/P\). The net indentation is

\[
\delta=\frac F{2E^*a}\left[1-\frac2\pi\arcsin\frac ar\right].
\]

For an attraction inside the contact, \(w_{\rm in}\) replaces \(w(r)\) and the two terms cancel exactly. This places the force on the film at its surface; the parts acting at the trapped sheet and at the electrode change the example below by less than 1%. Outside, \(\delta\) grows from zero at the edge and is positive: the cancellation is partial and the sign is fixed. A direct solution of the contact pressure, with rings at \(r/a=1.3,\,2,\,5\), agreed with this formula within 1%.

**Q:** Then how large is the signal for a whole tip?

**A:** Let the tip radius be \(R\), and take the local separation outside the contact as \(g+(r^2-a^2)/2R\). Define \(y^2=r^2-a^2\), \(B^2=2RD\) and \(u=V-V_s\). Since \(r\,dr=y\,dy\) and \(D+y^2/2R=(B^2+y^2)/2R\), the total attraction outside the contact is

\[
F=4\pi\varepsilon_0R^2u^2\int_0^\infty\frac{y\,dy}{(B^2+y^2)^2}
=\frac{2\pi\varepsilon_0R^2u^2}{B^2}=\frac{\pi\varepsilon_0R}{D}u^2 .
\]

For the indentation, the bracket becomes \((2/\pi)\arctan(y/a)\). Integrate by parts; the boundary terms vanish:

\[
\int_0^\infty\frac{y}{(B^2+y^2)^2}\frac2\pi\arctan\frac ya\,dy
=\frac a\pi\int_0^\infty\frac{dy}{(a^2+y^2)(B^2+y^2)} .
\]

Partial fractions give the last integral as

\[
\frac{1}{B^2-a^2}\,\frac\pi2\left(\frac1a-\frac1B\right)=\frac{\pi}{2aB(a+B)} .
\]

The weighted integral is thus \(1/[2B(a+B)]\), against \(1/(2B^2)\) without the weight. The ratio is \(B/(a+B)\), so

\[
\delta=\tfrac12\beta(V-V_s)^2,\qquad
\beta=\frac{2\pi\varepsilon_0R}{D}\,\frac{B}{a+B}\,\frac1{2E^*a}.
\]

Counting upward displacement as positive, the harmonics are

\[
A_\omega=\beta(V_s-V_{dc})V_{ac},\qquad A_{2\omega}=-\tfrac14\beta V_{ac}^2 .
\]

The second harmonic carries no memory of the charge.

Take round values: \(g=0.5\) nm, \(h=10\) nm, \(\varepsilon_r=20\), \(R=100\) nm, load 100 nN and \(E^*=90\) GPa. Then \(D=0.5+10/20=1\) nm and \(B=14.1\) nm. The Hertz relation \(a^3=3R\times\text{load}/(4E^*)\) gives \(a=4.37\) nm, so \(2E^*a=786\) N/m. With \(2\pi\varepsilon_0R/D=5.56\) nN/V²,

\[
\beta=\frac{5.56\times10^{-9}\times0.764}{786}\ \frac{\rm m}{{\rm V}^2}
\approx5.4\ \text{pm/V per volt of }V_s .
\]

**Q:** That would be an offset. Random charging does not give a loop with a coercive voltage and saturation.

**A:** Injection with a strongly nonlinear rate can. As a phenomenological model, let \(V_s\) be uniform over the whole ring that supplies the force, and take

\[
\frac{dV_s}{dt}=r_0\sinh\frac{V-V_s}{v_0}.
\]

At constant \(V\), \(du/dt=-r_0\sinh(u/v_0)\). Set \(x=\tanh(u/2v_0)\). Using \(\sinh(u/v_0)=2\sinh(u/2v_0)\cosh(u/2v_0)\),

\[
\frac{dx}{dt}=\frac{1}{2v_0\cosh^2(u/2v_0)}\frac{du}{dt}=-\frac{r_0}{v_0}x .
\]

So \(x\) decays as \(e^{-r_0t/v_0}\). A large initial \(u\) starts at \(x=1\), and after time \(t\) leaves the holding voltage

\[
U(t)=2v_0\,\mathrm{artanh}\,e^{-r_0t/v_0}\approx v_0\ln\frac{2v_0}{r_0t}\qquad(r_0t\ll v_0).
\]

A sufficiently strong write pulse \(V_w\) leaves \(V_s=V_w-U_w\). This crosses zero at \(V_w=U_w\), the apparent coercive voltage. On return to zero dc bias, charge leaks back to the tip until \(|V_s|\) is near the holding voltage \(U_r\) of the read. With uniform \(V_s\), larger pulses cannot leave more, so the loop saturates.

Uniformity matters here. The gap widens away from the contact, so if the local gap field drove the injection, a stronger pulse would charge a wider ring. The loop would still be hysteretic, but at the pulse voltages used below it would be smaller, with a larger coercive voltage, and it would keep growing with pulse height. Saturation in this model therefore requires charge to spread evenly over the force zone.

The read voltage speeds up this loss. Averaged over a cycle, \(\sinh[(u+V_{ac}\cos\omega t)/v_0]\) equals \(I_0(V_{ac}/v_0)\sinh(u/v_0)\), where \(I_0\) is the modified Bessel function, because the odd part averages to zero. This needs a change of \(V_s\) per cycle that is small against \(v_0\). In the example below, at 30 kHz, the change is about 12 mV per cycle just after the largest write pulse and less than 2 mV at the end of the read, against \(v_0=100\) mV.

With \(v_0=0.1\) V, \(r_0=3\times10^{-4}\) V/s and 10 ms pulses, \(U_w=0.1\ln(0.2/3\times10^{-6})=1.11\) V. A 10 ms read at 0.5 V amplitude multiplies the rate by 27.2, so \(U_r=1.11-0.1\ln27.2=0.78\) V. Direct integration of the rate law over a staircase to ±2.25 V, in 0.25 V steps, gave coercive voltages of ±1.1 V. After the largest pulse and its read the response was \(5.41\times0.778=4.2\) pm/V.

Back at the zero-volt pulse the two branches stand at ±3.0 pm/V. The droop has a simple cause. For \(V_s\gg v_0\), the rate law makes \(e^{-V_s/v_0}\) grow linearly in time, so \(N\) reads without recharging leave \(V_s\approx U_r-v_0\ln N\). On the falling branch the 2.00 V pulse is the last to recharge the film appreciably. Nine reads follow, from 2.00 V to 0 V, giving \(0.78-0.1\ln9=0.56\) V, or 3.0 pm/V.

**Q:** Surely the direction of the loop gives the charge away.

**A:** Not here. A positive pulse above the coercive voltage leaves \(V_s>0\), and \(A_\omega\) is then in phase with the tip voltage. In a ferroelectric with positive \(d_{33}\), a positive pulse points the polarization downward; a further positive voltage is parallel to it and thickens the film, also in phase. A negative \(d_{33}\) would reverse the sense, but so would trapped charge of the opposite sign, for example supplied by the bottom electrode.

**Q:** Then I will read at several dc biases. Electrostatics depends on \(V_{dc}\), and piezoelectricity does not.

**A:** That shows that an electrostatic term exists, not that a piezoelectric term is absent. Consider one frozen state. The charged nonpolar film moves by

\[
-\tfrac12\beta(V-V_s)^2=-\tfrac12\beta V^2+\beta V_sV-\tfrac12\beta V_s^2 .
\]

An uncharged film with piezoelectric response \(d\) (displacement per volt) under the same tip moves by \(-\tfrac12\beta V^2+dV\). If \(d=\beta V_s\), the two differ by a constant that the lock-in does not record. Every harmonic agrees at every read bias. Reversing \(V_s\) in one film and \(d\) in the other preserves the match, and mixtures with the same \(d+\beta V_s\) match too.

This also cuts the other way: the loop does not prove your film nonpolar. The equivalence holds for frozen states; a bias large enough to move charge or switch polarization brings in their kinetics.

**Q:** I use a stiff cantilever to suppress electrostatics. Does that not remove the effect?

**A:** It removes a different part. Let an attraction \(q\) per length act along a lever of length \(L\), bending rigidity \(K\) and stiffness \(k=3K/L^3\), clamped at one end and held in height by the tip at the other. The deflection satisfying \(Kw''''=-q\), \(w(0)=w'(0)=w(L)=w''(L)=0\) is

\[
w=-\frac{q\,x^2(3L^2-5Lx+2x^2)}{48K},\qquad w'(L)=+\frac{qL^3}{48K}.
\]

Optical detection reads the end slope. A real rise \(z\) of the tip bends the lever as \(z(3Lx^2-x^3)/2L^3\), with end slope \(3z/2L\). The false displacement is therefore \(z=qL^4/(72K)=qL/(24k)\), an apparent rise that scales as \(1/k\) for a rigid contact. On a real contact the reaction load indents the film and removes a fraction \(9k/(k+2E^*a)\) of it.

For an untilted plate of 225 µm by 30 µm at height 15 µm, with \(k=3\) N/m and the parallel-plate force, this background is 3.7 pm/V per volt between lever and surface. Fringing fields raise it by about 20%, and a usual lever tilt of 11–13° lowers it to a little over 1 pm/V per volt. It has the opposite sign to the local term in \(V_{dc}\), and shifts the bias at which the total vanishes. But the lever averages over a large area and hardly sees a small written patch. The hysteretic term depends on \(2E^*a=786\) N/m, far above \(k\). At fixed load, a moderately stiffer lever suppresses the background and leaves the loop nearly unchanged.

**Q:** What measurement would make you less sceptical?

**A:** Several that respond differently to charge and polarization. First, change the read amplitude after the same 2.25 V write pulse. In this model the response at the end of a 10 ms read is 5.6 pm/V with 0.1 V amplitude, against 4.2 pm/V with 0.5 V, because a weaker read removes less charge. The contrast needs a prompt read: after a 1 s delay at zero volts it is only 3.5 against 3.4 pm/V. A linear piezoelectric response per volt would not change, provided the read does not disturb the polarization.

Second, wait. Ten seconds with the tip left in contact at zero volts, without ac drive, reduces 4.2 to 2.3 pm/V here. Ferroelectric domains can also relax, so decay alone is not decisive. Third, change the load: at 400 nN, \(\beta\) falls from 5.4 to 3.0 pm/V per volt if the charge and the gap stay the same and adhesion is negligible. A capillary force of about 90 nN added to both loads gives 4.1 and 2.7 instead, and the peak contact pressures of 2.5 to 4 GPa may wear the tip. A piezoelectric signal may also depend on contact conditions, so this too needs a model.

**Q:** Could I not measure \(V_s\) with a Kelvin probe and subtract \(\beta V_s\)?

**A:** Only if \(\beta\) is known and you correct for patch size. Computing \(\beta\) requires the gap \(g\); measuring it from the slope of \(A_\omega\) against \(V_{dc}\), or from \(A_{2\omega}\), does not, but both also contain the lever background. For a patch of radius \(b\) and a tip lifted by \(z\), put \(D_z=D+z\). The force weight is \(r\,dr/(D_z+r^2/2R)^2\), and the fraction inside the patch is

\[
f=1-\frac{D_z}{D_z+b^2/2R}=\frac{b^2}{b^2+2RD_z}.
\]

The null condition \(f(V-V_s)+(1-f)V=0\) gives \(V=fV_s\). With \(b=50\) nm and \(z=20\) nm, \(f=2500/(2500+4200)=0.37\), so in this parabolic approximation the probe reads 0.29 V instead of 0.78 V. The approximation is rough at this lift: for a full sphere the fraction is nearer one half, while the cone and lever of a real probe lower it. In contact, a uniform patch of this size gives 91% of the 4.2 pm/V found for an unlimited one, or 3.8 pm/V. Subtracting \(5.4\times0.29=1.6\) pm/V would leave a false piezoelectric remainder of 2.2 pm/V. A ferroelectric with imperfectly screened polarization also has a surface potential, so a nonzero Kelvin signal does not exclude it.

I would add switching-current measurements with controls for leakage and trapping, and structural evidence of a polar phase. Agreement among these supports ferroelectricity far better than the loop does.

**Q:** Are your parameters plausible for real hafnia, or have you tuned them to imitate my data?

**A:** They are rough values for an amorphous hafnia film under a worn metal-coated tip, and the injection constants are chosen. The result, 4 pm/V, lies in the rough range of a few pm/V expected of ferroelectric hafnia. The remanent charge is 2.3 µC/cm², with the sheet 4 nm below the surface. At the largest pulse the trap density reaches \(2\times10^{13}\) cm⁻², which I regard as high. The film field there is 2.5 MV/cm, below a rough breakdown field of several MV/cm. In the write pulses after the first, the gap field peaks at 15 MV/cm, and at the start of the read after the largest pulse it reaches about 16 MV/cm; the first pulse, on an uncharged film, puts 2.25 V across \(D=1\) nm, or 22.5 MV/cm. The gap must therefore pass charge, as the injection model supposes.

The size of the signal and its saturation depend strongly on the assumed uniform charging around the contact. The size also depends on the unknown gap: \(\beta\) is 7.4, 5.4 and 3.8 pm/V per volt for \(g=0.2\), 0.5 and 1 nm. About 40% of \(\beta\) comes from the ring where the local gap is below 1.5 nm; in humid air a water meniscus can fill this ring, and its effect is uncertain even in sign. A filling of permittivity 80 at fixed liquid pressure would lower \(\beta\) by roughly 40%. A meniscus of fixed volume with free contact lines, more likely at 30 kHz, gains a field-induced suction over the ring; \(\beta\) then stays nearly unchanged if the rigid layer remains, and rises by about half if water fills the whole gap. The remaining geometric idealizations matter moderately. A uniformly charged 50 nm patch supplies 91% of the signal assigned to an unlimited one. The true Hertz gap raises \(\beta\) by 6%, and lateral field spreading, estimated from a single wavelength, lowers \(D\) by about 7%, which also raises \(\beta\). Electrostriction in the trapped-charge field adds 0.1 pm/V for a rough coefficient of 0.1 m⁴/C².

Retention is another fragile assumption. For 2 eV traps, a tunnelling mass of \(0.2\,m_e\) and an attempt rate of \(10^{13}\) s⁻¹, estimated times for direct tunnelling are a few minutes, and thermal emission at 300 K is negligible. At the stored 0.78 V the chosen rate law loses charge to the tip much faster than that, so it assumes an easier path, for example through other traps; the estimate does not justify \(r_0\). It is also exponentially sensitive to the mass: \(0.15\,m_e\) gives a few seconds, and \(0.1\,m_e\) gives about 10 ms for tunnelling to the bottom electrode, as short as one read. Loss to the bottom electrode must also be slow: a resistivity of \(6\times10^{11}\) Ω cm is enough to keep the ohmic loss through the film below 1% in 10 ms, and a thousand times more is enough for 10 s. A leakier film would lose this loop sooner. This demand conflicts with even charging by lateral conduction in the film: at \(6\times10^{11}\) Ω cm, isotropic conduction spreads charge less than 1 nm sideways in 10 ms, and diffusion from the contact edge over 50 nm would give only about half the signal of a uniform \(V_s\). Uniform charging needs injection across the whole ring or a surface path far more conductive than the film.

**Q:** My memory capacitor has a metal top electrode. Does the same objection apply there?

**A:** The local force does not. The tip and the electrode it touches share one potential, so there is no field between them to carry the first-harmonic attraction. Electrostriction from trapped charge also cancels in a simple case: its first harmonic is proportional to \(\int E\,E_{ac}\,dz\), and for a uniform film with uniform \(E_{ac}\) this is \(E_{ac}\int E\,dz\), which is zero when the electrodes are at equal potential. Nonuniform films, interface layers and the lever background remain to be checked. Your bare-film loop has no such protection. It shows that something in or on the film remembers the pulse, but does not by itself distinguish polarization from charge. The numerical output below lists the values behind this example.

## Numbers as computed

```
film thickness: 10 nm
relative permittivity: 20 (none)
interfacial gap: 0.5 nm
trap depth below surface: 4 nm
tip radius: 100 nm
contact load: 100 nN
reduced modulus: 90 GPa
injection scale v0: 0.1 V
injection rate r: 0.0003 V/s
write time = read time: 10 ms
read ac amplitude: 0.5 V
read frequency: 30 kHz
largest write pulse: 2.25 V
write step: 0.25 V
electrical gap D: 1 nm
force-zone length B: 14.1 nm
contact radius a: 4.37 nm
contact stiffness: 786 N/m
factor B/(a+B): 0.764 (none)
force gradient 2 pi eps0 R/D: 5.56 nN/V^2
gain beta: 5.41 pm/V per V
ac rate factor I0: 27.2 (none)
holding voltage, write: 1.11 V
holding voltage, read: 0.78 V
loop coercive voltage +: 1.1 V
loop coercive voltage -: -1.1 V
Vs after largest pulse and read: 0.778 V
response there: 4.2 pm/V
response at 0 V pulse, falling: 3.04 pm/V
response at 0 V pulse, rising: -3.04 pm/V
stored charge at read: 2.3 uC/cm2
trap density at largest pulse: 2.1e+13 cm^-2
response read with 0.1 V ac: 5.63 pm/V
response after 10 s wait: 2.26 pm/V
gain beta at 4x load: 2.99 pm/V per V
Kelvin fraction, 20 nm lift: 0.373 (none)
Kelvin reading of Vs: 0.29 V
lever stiffness: 3 N/m
lever background gain: 3.69 pm/V per V
charge patch radius: 50 nm
signal fraction from patch: 0.906 (none)
gain ratio, Hertz gap/parabola: 1.06 (none)
D change by lateral spreading: -6.95 %
electrostriction (rough Q=0.1): 0.11 pm/V
film field at largest pulse: 2.46 MV/cm
peak gap field in loop: 15 MV/cm
tunnelling time to tip: 194 s
tunnelling time to electrode: 496 s
thermal emission time, 300 K: 3.97e+20 s
resistivity for 1% loss in 10 ms: 5.65e+11 ohm cm
resistivity for 1% loss in 10 s: 5.65e+14 ohm cm
Vs shift bound per ac cycle: 1.77 mV
```
